Gaussian-Process Covariances for Energies, Forces and Virials, with a Force-Only Fit

1. Definitions and conventions

A structure A contains atoms i = 1…N. Atom i has a descriptor vector q_i with D components, and the total energy is a sum of local energies,

E_A = Σ_i ε(q_i).

One chemical species is assumed, so the same function ε serves every atom. Before any data are seen, ε is a Gaussian process with zero mean and covariance

⟨ε(q) ε(q′)⟩ = k(q,q′).

Angle brackets denote the average over this prior. The functions ε are taken to be differentiable, and the mixed derivative ∂²k/∂q_a∂q′_b to be continuous. Primed quantities belong to the second structure, B.

The force on atom a and the virial are

F_aα = −∂E/∂r_aα,  W_αβ = −∂E/∂η_αβ at η = 0.

The strain η transforms atoms and cell vectors together, r → (1+η)r. Its nine components are varied independently. For cell volume Ω, the stress that is positive in tension is (1/Ω)∂E/∂η = −W/Ω.

Forces and virials have the same structure. Let x be any position or strain component, and define

G_x = −∂E/∂x,  J_i,x = ∂q_i/∂x.

J_i,x is a vector with D components.

2. Covariances as linear functionals

By the chain rule,

G_x = −Σ_i J_i,x · ∇ε(q_i).

Energies and their derivatives are therefore linear in ε. Finite sums of Gaussian variables from one process are jointly Gaussian. Derivatives are mean-square limits of such sums, so they are jointly Gaussian too.

The covariance of two derivatives follows from difference quotients. With steps h along component a and h′ along component b,

⟨[ε(q+h)−ε(q)] [ε(q′+h′)−ε(q′)]⟩/(hh′)
= [k(q+h,q′+h′) − k(q+h,q′) − k(q,q′+h′) + k(q,q′)]/(hh′).

As h and h′ tend to zero, the right side tends to ∂²k/∂q_a∂q′_b. With one difference quotient instead of two, the same argument gives

⟨ε(q) ∂ε(q′)/∂q′_b⟩ = ∂k/∂q′_b.

Each functional thus acts on its own argument of the kernel. Inserting the sums over atoms gives

Cov(E_A,E_B) = Σ_ij k(q_i,q′_j),     (1)

Cov(E_A,G′_y) = −Σ_ij Σ_b [∂k/∂q′_b] J′_jb,y,     (2)

Cov(G_x,E_B) = −Σ_ij Σ_a J_ia,x [∂k/∂q_a],     (3)

Cov(G_x,G′_y) = Σ_ij Σ_ab J_ia,x [∂²k/∂q_a∂q′_b] J′_jb,y.     (4)

Equations (2) and (3) carry one minus sign from the definition of G. In (4) two such signs cancel. Force–force, force–virial and virial–virial blocks are all cases of (4).

No individual local energy is needed as data. A known mean energy changes the expected observables but leaves (1)–(4) unchanged.

3. The squared-exponential kernel

Let Δ = q−q′ and

k = σ² exp(−|Δ|²/2ℓ²).

Since ∂Δ_b/∂q′_b = −1,

∂k/∂q′_b = −(k/ℓ²) Δ_b (−1) = kΔ_b/ℓ².

Since ∂Δ_a/∂q_a = +1,

∂k/∂q_a = −kΔ_a/ℓ².

Differentiating the first result with respect to q_a, by the product rule,

∂²k/∂q_a∂q′_b = (∂k/∂q_a)Δ_b/ℓ² + kδ_ab/ℓ²
= k(δ_ab/ℓ² − Δ_aΔ_b/ℓ⁴).     (5)

The energy–derivative blocks become

Cov(E_A,G′_y) = −Σ_ij k Δ·J′_j,y/ℓ²,
Cov(G_x,E_B) = +Σ_ij k Δ·J_i,x/ℓ².

The opposite signs are consistent: exchanging the two structures reverses Δ.

4. Position and strain derivatives of the descriptor

Take descriptors that are sums over neighbour vectors,

q_i,s = Σ_d g_s(d²),  d = r_j + T − r_i.

T is a lattice translation, and the term j = i, T = 0 is omitted. With g_s′ the derivative of g_s with respect to d²,

∂g_s(d²)/∂d_α = 2g_s′ d_α.

Moving atom a changes d by δ_aj − δ_ai times its displacement. Hence

∂q_i,s/∂r_aα = Σ_d 2g_s′ d_α (δ_aj − δ_ai).     (6)

An atom's own periodic images contribute zero to (6), because both ends of d move together.

Under strain, d_γ → d_γ + Σ_β η_γβ d_β, so ∂d_γ/∂η_αβ = δ_γα d_β and

∂q_i,s/∂η_αβ = Σ_d 2g_s′ d_α d_β.     (7)

The self-images do contribute to (7). The result is symmetric in α and β, as rotational invariance requires.

The virial can be replaced by a sum over atomic positions for an isolated cluster. There the strain changes the energy through the positions alone, with ∂r_aγ/∂η_αβ = δ_γα r_aβ, so

W_αβ = Σ_a F_aα r_aβ.

In a periodic cell with cell vectors h_m, the energy depends on those vectors as well:

W_αβ = Σ_a F_aα r_aβ − Σ_m (∂E/∂h_mα) h_mβ.

Here ∂E/∂h_m is taken at fixed Cartesian atomic positions. Dropping the second term generally gives a wrong virial.

5. Why the covariance matrix is singular

Translation invariance gives Σ_a F_a = 0 for each structure, and rotation invariance gives W_αβ − W_βα = 0. These combinations have zero variance. The prior covariance matrix is positive semidefinite but has no inverse when all components are kept.

The descriptor imposes a further limit. All observables of one structure are combinations of E and the ND numbers ∂ε/∂q_a at its atoms. The rank contributed by the structure is therefore at most 1+ND, however many force and virial components are listed. A positive noise variance on the diagonal makes the matrix invertible. Forces differ in units from energies and virials, and the three kinds of data differ in size and accuracy, so each kind is given its own noise variance.

6. A small periodic example

The two descriptor components use

g_s(u) = exp(−u/a_s²)(1−u/c²)³ for u < c²,

and zero beyond, with a_1 = 2 Å, a_2 = 3 Å and c = 3.5 Å. The kernel has σ = 1 eV and dimensionless ℓ = 0.5. These are model parameters. Both cell sides below exceed c, so no atom sees its own image here; periodicity enters through the images of the other atoms. Both cells are cubic:

A, side 4.0 Å: (0.1, 0.2, 0.0), (1.9, 0.4, 0.3), (0.6, 2.0, 1.5) Å
B, side 4.2 Å: (0.0, 0.1, 0.2), (1.5, 1.2, 0.7) Å

Equations (1)–(7) give, for the first atom of each structure,

Cov(E_A,E_B) = 5.397 eV²
Cov(E_A,F_B1x) = −1.147 eV²/Å
Cov(F_A1x,F_B1x) = 1.071 eV²/Å²
Cov(E_A,W_Bxx) = 2.421 eV²
Cov(F_A1x,W_Bxx) = −2.157 eV²/Å
Cov(W_Axx,W_Bxx) = 13.744 eV²

The first value is a sum over 3×2 = 6 atom pairs, each contributing at most σ² = 1 eV². The average pair covariance is 5.397/6 = 0.899 eV², so on the scale ℓ the environments are similar.

The periodic term in the virial is large here. The variance of W_Axx is 57.09 eV², whereas the covariance of Σ_a x_a F_ax with W_Axx is 17.22 eV². The two would agree if the atomic sum were the virial.

The joint matrix has 19 observables from A and 16 from B, 35 in all. Its numerical rank is 10, counting eigenvalues above 10⁻¹⁰ of the largest with energies in eV and lengths in Å. Structure A can contribute 1+3×2 = 7. In B, the neighbour vectors of one atom are the negatives of those of the other, so both atoms have the same descriptor for every position and strain. B then contributes at most 1+2 = 3, and 7+3 = 10.

7. One-dimensional potential from forces

For a diatomic molecule let the single descriptor be the distance r, and write

V(r) = m(r) + u(r),  F(r) = −V′(r).

Here m is known and u is a zero-mean Gaussian process with the squared-exponential kernel. F is the force on the second atom along the bond, positive when repulsive. With J = 1, equations (2), (4) and (5) reduce to

Cov(V(r),F(s)) = −k(r,s)(r−s)/ℓ²,     (8)

Cov(F(r),F(s)) = k(r,s)[1/ℓ² − (r−s)²/ℓ⁴].     (9)

Equation (8) vanishes at r = s: under this prior, the force at a point is uncorrelated with the energy at that point. Equation (9) changes sign at |r−s| = ℓ.

If the bond is along z, strain gives W_zz = rF. Its covariances follow by multiplying (8) or (9) by the corresponding distance. For this molecule a noise-free virial adds no information to a noise-free force at the same r.

Suppose forces F_j are known at r_j, j = 1…n. Subtract the force due to m:

y_j = F_j − [−m′(r_j)] = F_j + m′(r_j).

With independent noise of variance σ_n², the covariance matrix of y is

K_ij = Cov(F(r_i),F(r_j)) + σ_n²δ_ij.

Let L be any linear functional of V, let c be the row of its covariances with the data, and let k_LL be its prior variance. Consider

e = Lu − cK⁻¹y.

Then Cov(e,y) = c − cK⁻¹K = 0. For jointly Gaussian variables zero covariance means independence, so learning y leaves the distribution of e unchanged. Its mean is zero and its variance is

k_LL − 2cK⁻¹cᵀ + cK⁻¹KK⁻¹cᵀ = k_LL − cK⁻¹cᵀ.

Therefore

posterior mean of LV = Lm + cK⁻¹y,     (10)
posterior variance of LV = k_LL − cK⁻¹cᵀ.     (11)

8. Energy differences and the missing constant

For the difference V(r)−V(r₀), the inputs to (10) and (11) are

Lm = m(r) − m(r₀),
c_j = Cov(V(r),F(r_j)) − Cov(V(r₀),F(r_j)),
k_LL = k(r,r) + k(r₀,r₀) − 2k(r,r₀) = 2σ² − 2k(r,r₀).

The same result follows by integrating the posterior force, because every potential satisfies

V(r) − V(r₀) = −∫_{r₀}^{r} F(s) ds.

The mean difference is minus the integral of the mean force. The variance is the double integral of the posterior covariance of F(s) and F(t), since the two minus signs cancel. Integrating pointwise variances alone would omit the correlations.

Forces do not determine an additive constant. To make this explicit, add to u an independent random constant of variance c₀². The kernel becomes k+c₀². Its derivatives, and hence (8), (9) and K, are unchanged. The variance of absolute V(r) rises by c₀². For a difference, the added prior variance is c₀²+c₀²−2c₀² = 0.

With c₀ = 0 the posterior still assigns a finite uncertainty to absolute V. That uncertainty expresses the prior's assumption about the constant. One energy datum can fix the constant when an absolute scale is needed.

9. Choosing the kernel parameters

Let σ_n² = ρσ² and K = σ²K̂. The matrix K̂ depends on ℓ and on the fixed noise ratio ρ. The log likelihood of the force data is

log p = −yᵀK̂⁻¹y/(2σ²) − (n/2)log σ² − ½log|K̂| − (n/2)log 2π,

because |K| = σ²ⁿ|K̂|. Setting the derivative with respect to σ² to zero,

yᵀK̂⁻¹y/(2σ⁴) − n/(2σ²) = 0,

gives

σ² = yᵀK̂⁻¹y/n.     (12)

Substitution leaves

log p = −(n/2)[log(2πσ²)+1] − ½log|K̂|,

which is maximized over ℓ by a scan. No energy enters this choice of σ and ℓ. The ratio ρ is not fitted here and has to be set separately.

10. Hydrogen molecule at the RHF/cc-pVDZ level

In atomic units the nuclear repulsion of H₂ is m(r) = 1/r. The process then represents the electronic energy u. Restricted Hartree–Fock (RHF) supplies the forces and the reference curve. It fails at dissociation, so no dissociation energy is inferred. The failure begins inside the range used: beyond about 2.3 bohr a spin-broken unrestricted solution lies lower, by 0.056 hartree at 3.40 bohr, and V(3.40)−V(1.60) is 0.172 hartree in RHF against 0.129 hartree in full configuration interaction with the same basis. The errors below therefore measure the fit to the RHF/cc-pVDZ curve, not the accuracy for real H₂. The training data are nine analytic forces:

r (bohr)   F (hartree/bohr)
1.00       +0.360206
1.30       +0.055091
1.60       −0.055871
1.90       −0.095827
2.20       −0.106667
2.50       −0.105364
2.80       −0.099145
3.10       −0.091001
3.40       −0.082270

Since m′ = −1/r², the fitted data are y = F−1/r². The first three values are

y(1.00) = 0.360206 − 1.000000 = −0.639794
y(1.30) = 0.055091 − 0.591716 = −0.536625
y(1.60) = −0.055871 − 0.390625 = −0.446496 hartree/bohr.

The mean 1/r and the ratio ρ = 10⁻¹² bohr⁻² give the smallest energy error of the four settings compared in section 11; among these four, the force likelihood is highest for the mean 1/r with ρ = 10⁻¹⁰ bohr⁻². The mean and ratio used here were selected with the RHF energies known, so the errors below are not a blind test. With this ρ, a scan of ℓ from 0.4 to 15 bohr in steps of 0.05 bohr selects ℓ = 1.30 bohr. Equation (12) gives σ = 0.6498 hartree, hence σ_n = 6.5×10⁻⁷ hartree/bohr. For the first two data points,

k(1.0,1.3) = 0.6498² exp[−0.3²/(2×1.30²)] = 0.411 hartree²,

Cov(F(1.0),F(1.3)) = 0.411(1/1.30² − 0.3²/1.30⁴) = 0.230 (hartree/bohr)².

The table gives V(r)−V(1.60 bohr) from (10). "Error" is the prediction minus the directly computed RHF difference; "std" is the square root of (11). The last two columns are in 10⁻⁶ hartree.

r (bohr)   GP (hartree)   error   std
1.00       +0.051660      +13.2   2.5
1.15       +0.013256       +1.6   0.4
1.45       −0.005488       −1.8   0.3
2.05       +0.038847       −1.3   0.3
2.65       +0.102255       −1.2   0.4
3.25       +0.159271       +0.7   0.6
3.40       +0.171948       +8.6   2.5

Over the nine training distances and the eight midpoints, the largest absolute error is 1.3×10⁻⁵ hartree, or 0.36 meV. It occurs at 1.00 bohr.

A trapezoidal integration of the same data gives a low-order baseline. Using the exact nuclear term and the three y values above,

V(1.0) − V(1.6) ≈ (1 − 1/1.6) + 0.3[½(−0.639794−0.446496) − 0.536625]
= 0.375000 − 0.323931 = 0.051069 hartree.

The direct RHF difference is 0.051647 hartree, so the trapezoidal error is −5.8×10⁻⁴ hartree. Over all training distances its largest absolute error is 1.4×10⁻³ hartree, about 110 times that of the process. This factor is specific to the baseline and to ρ. Simpson's rule on the same three values gives 0.375000 + 0.1(−0.639794 − 4×0.536625 − 0.446496) = 0.051721 hartree, an error of +7.4×10⁻⁵ hartree. With ρ = 10⁻¹⁰ bohr⁻² the largest error of the process is 4.2×10⁻⁴ hartree (section 11), only about three times smaller than the trapezoidal one. High-order interpolation does as well as the process on such smooth one-dimensional data: integrating a cubic spline through the nine y values gives a largest error of 7×10⁻⁵ hartree over the 17 distances, and the degree-8 polynomial through them gives 9×10⁻⁶ hartree.

The zero of the posterior mean force, located by bracketed root finding, is r = 1.41337 bohr, or 0.7479 Å. The zero of the RHF force is 1.41343 bohr, a difference of 6×10⁻⁵ bohr. These digits belong to the cc-pVDZ basis, which is not converged: the RHF zero moves to 1.388 bohr in cc-pVTZ and 1.387 bohr in cc-pVQZ, and V(1.00)−V(1.60) moves from 0.0516 to 0.0420 and 0.0413 hartree.

11. Reading the uncertainty and choosing the mean

The posterior standard deviations are too small in this example. At 1.45 bohr the error is about six times the standard deviation, and at 1.00 bohr about five times. Equation (11) is conditional on the mean, kernel and noise ratio, and contains no uncertainty from choosing them.

The following fits use the same forces, each with its own likelihood scan. Errors are the largest absolute errors over the 17 distances, relative to RHF differences.

m(r)   ρ (bohr⁻²)   ℓ (bohr)   error (hartree)
0      10⁻¹⁰        0.55       2.8×10⁻³
0      10⁻¹²        0.55       2.8×10⁻³
1/r    10⁻¹⁰        7.95       4.2×10⁻⁴
1/r    10⁻¹²        1.30       1.3×10⁻⁵

The nuclear mean reduces the error at both noise ratios. With that mean, the noise ratio also matters: raising ρ from 10⁻¹² to 10⁻¹⁰ changes the selected length from 1.30 to 7.95 bohr and increases the error about thirtyfold. The increase comes through ℓ. The likelihood has several local maxima in ℓ, and ρ decides which is highest: at ρ = 10⁻¹⁰ the log likelihood is 26.2 at 7.95 bohr and 23.3 at 1.30 bohr, while at ρ = 10⁻¹² the best value is 23.2 at 1.30 bohr. Held at ℓ = 1.30 bohr, ρ = 10⁻¹⁰ gives an error of 1.4×10⁻⁵ hartree, almost unchanged. At ℓ = 7.95 bohr the fitted σ is 55 hartree, so the small ratio means a force noise σ_n of 5.5×10⁻⁴ hartree/bohr. It is this noise, not the long ℓ by itself, that limits the accuracy: held at ℓ = 7.95 bohr, the error falls with σ_n, to 3.0×10⁻⁴ hartree at ρ = 10⁻¹² (σ_n = 4×10⁻⁴) and 5.5×10⁻⁶ hartree at ρ = 10⁻²⁴ (σ_n = 5×10⁻⁶). A small noise ratio can therefore alter the fitted model as well as stabilize the matrix inversion, and here the fit with the higher likelihood has the larger error. Its effect on ℓ and on withheld data should be examined.

The absolute energy shows the role of the constant. At 1.60 bohr the posterior gives V = 0.77 ± 0.41 hartree, while the RHF total energy is −1.123 hartree in this basis (−1.126 hartree in cc-pVTZ and cc-pVQZ). The discrepancy is 1.90 hartree, although energy differences are accurate to about 10⁻⁵ hartree. The prior standard deviation was 0.65 hartree; its reduction to 0.41 comes from correlations assumed by the kernel, because the forces would be the same for any constant shift of V.

12. Numerical use

Factorize K by Cholesky decomposition and solve linear systems with the factor; an explicit inverse is unnecessary in ordinary use. Equation (11) subtracts nearly equal numbers when the data are dense. Here a standard deviation of 3×10⁻⁷ hartree means a variance near 10⁻¹³ hartree², against σ² = 0.42 hartree². The posterior values above were evaluated with 40-digit arithmetic as a precaution. Double precision rounds σ² at about 10⁻¹⁶ hartree², so about three digits of these variances survive: a Cholesky evaluation reproduces them to a relative 10⁻³. Variances that approach the rounding level lose all their digits and can become negative.

Far outside the data, (8) and (9) tend to zero. The mean force returns to −m′(r) and its variance to σ²/ℓ². A gap in the data much wider than ℓ likewise leaves the energy difference across it poorly determined, even if the forces on both sides are accurate.
